# Why N-step vibrational bond breaking scales as current to the N

Suppose that a chemical bond breaks at a known rate under a large electron current, and the rate at a tenth of that current is wanted. If the rate is taken to be proportional to the current, the estimate falls by a factor of ten. If the bond must climb six vibrational levels, one electron-induced step at a time, against fast relaxation, the rate falls by nearly a million, and the linear estimate of the bond's lifetime is too short by about five orders of magnitude. The exponent is therefore needed together with the range of currents in which it holds.

Let the bond have bound vibrational levels $n=0,1,\dots,N-1$, and let arrival at level $N$ mean that it is broken, with no return. Atomic units, $e=\hbar=1$, are used in the algebra, so the current $I$ is also the number of electrons passing per unit time. The bias is held fixed while $I$ varies, and successive electrons act independently. The level populations $P_n$ then obey a rate equation with constant coefficients; coherence between levels is neglected.

The general result needs three statements about the rates. Upward jumps go one level at a time, $n\to n+1$, with rate $u_n=a_nI$ and $a_n>0$ independent of $I$; this contains the assumption that thermal excitation is absent. Without current, level $n>0$ relaxes with total rate $\gamma_n>0$, to any lower levels. Electrons may also cause downward jumps, at rates proportional to $I$.

Collect the bound populations in a vector $P$ and write

$$\frac{dP}{dt}=-AP .$$

The diagonal element $A_{nn}$ is the total rate of leaving level $n$, and for $m\ne n$ the element $A_{mn}$ is minus the rate of the jump $n\to m$. At $I=0$ all jumps go down, so $A_{mn}=0$ for $m>n$. The matrix is then upper triangular, and its eigenvalues are its diagonal elements $0,\gamma_1,\dots,\gamma_{N-1}$.

Eigenvalues depend continuously on the matrix elements. At small $I$ there is thus one eigenvalue $\lambda_1$ near zero, while the others stay near the positive $\gamma_n$. It is real, because complex eigenvalues of a real matrix come in conjugate pairs and there is no second eigenvalue near zero to be its partner. Once the fast transients have died out, the probability that the bond survives decays as $e^{-\lambda_1t}$. The dissociation rate is therefore $R=\lambda_1$.

To find how this small eigenvalue depends on $I$, start the bond in its ground level and consider the probability density $g(t)=u_{N-1}P_{N-1}(t)$ of the breaking time. The Laplace transform of the rate equation is $(s+A)\tilde P(s)=P(0)$, where $P(0)$ has a one in position 0 and zeros elsewhere. Hence

$$\tilde g(s)=u_{N-1}\left[(s+A)^{-1}\right]_{N-1,0}.$$

By the cofactor rule, this element of the inverse is $(-1)^{N-1}$ times a minor, divided by $\det(s+A)$. The minor is the determinant left when row $0$ and column $N-1$ are deleted from $s+A$. Its diagonal elements are $A_{n+1,n}=-u_n$ for $n=0,\dots,N-2$. Elements below that diagonal would describe upward jumps of two or more levels, and they vanish. The minor is therefore triangular and equals $(-1)^{N-1}u_0u_1\cdots u_{N-2}$. The two signs cancel, and

$$\tilde g(s)=\frac{\prod_{n=0}^{N-1}u_n}{\det(s+A)} .$$

At $s=0$ the transform is the total probability of ever breaking. This is one: from each bound level an uninterrupted run to the top has a positive probability in any given time interval, so the chance of avoiding it in interval after interval tends to zero. Thus

$$\det A=\prod_{j=1}^{N}\lambda_j=\prod_{n=0}^{N-1}u_n .$$

Solving for the small eigenvalue, and using $\lambda_j\to\gamma_{j-1}$ for $j>1$, gives

$$R=\frac{\prod_{n=0}^{N-1}u_n}{\prod_{j=2}^{N}\lambda_j}\;\longrightarrow\; I^N\,\frac{\prod_{n=0}^{N-1}a_n}{\prod_{n=1}^{N-1}\gamma_n}\qquad(I\to0),$$

where the arrow means that the ratio of the two sides tends to one. This is the $N$-th power law. It does not require equal level spacings, harmonic matrix elements or one-step relaxation, but it does require one-step ascent.

The formula has a direct reading. At low current, level $n$ is fed mainly from below and emptied mainly by relaxation, so $P_n\simeq(u_{n-1}/\gamma_n)P_{n-1}$. Each of the $N-1$ excited bound levels contributes one factor of $I$ to the population of the top level, and the last jump contributes one more. The relaxation rates in the denominator show why the steps do not simply add up over time: excitation is lost between one electron-induced jump and the next, and each step must be made before the previous one has decayed.

For a harmonic ladder the constants can be given. Let $M$ be the oscillator mass, $\omega$ its frequency and $q=(b+b^\dagger)/\sqrt{2M\omega}$ its displacement, where $b^\dagger$ raises the level. Since $b^\dagger|n\rangle=\sqrt{n+1}\,|n+1\rangle$,

$$|\langle n+1|q|n\rangle|^2=\frac{n+1}{2M\omega}.$$

Let the electrons couple linearly to $q$. By the golden rule the rate of a jump is proportional to this squared element, and the electronic factor is the same for every step because every step costs the same energy $\omega$. If $f$ is the fraction of electrons that excite $0\to1$, the electron-induced upward rate is $(n+1)fI$. The electron-induced downward rate is taken as $nfI$, with the same $f$. This is a model assumption, suited to a bias well above one quantum and electronic densities that vary little over $\omega$.

The surroundings, also coupled linearly, cause downward jumps at rate $n\gamma(1+n_B)$ and upward jumps at rate $(n+1)\gamma n_B$. Here $\gamma$ is the zero-temperature relaxation rate of level 1, and $n_B=1/(e^{\omega/kT}-1)$. With

$$x=\frac{fI}{\gamma},\qquad y=x+n_B,$$

the total rates are

$$u_n=(n+1)\gamma y,\qquad d_n=n\gamma(1+y).$$

Current and heat thus enter this model through the single number $y$. Without heat, $a_n=(n+1)f$ and $\gamma_n=n\gamma$, so the general law becomes

$$R\to\frac{N!\,(fI)^N}{(N-1)!\,\gamma^{N-1}}=N\gamma x^N .$$

How small $x$ must be follows from the mean breaking time $T_b=-\tilde g'(0)$. Since $\tilde g(0)=1$, this is the derivative of $\ln\det(s+A)=\sum_j\ln(s+\lambda_j)$ at $s=0$:

$$T_b=\sum_{j=1}^{N}\frac1{\lambda_j}.$$

The same time can be found explicitly. Feed bonds into the ground level at unit rate and wait for a steady state. The total bound population is then the feeding rate times the mean lifetime, that is, $T_b$. The unit feed into levels $0,\dots,n$ must leave them through the link between $n$ and $n+1$, so

$$u_nP_n-d_{n+1}P_{n+1}=1,\qquad P_N=0 .$$

Set $r=y/(1+y)$ and $P_n=r^nS_n$. Because $(1+y)r=y$, both terms acquire the same factor:

$$(n+1)\gamma y\,r^n\,(S_n-S_{n+1})=1 .$$

Summing the differences down from $S_N=0$ gives

$$S_n=\sum_{k=n}^{N-1}\frac{1}{(k+1)\gamma y\,r^k}.$$

Now $T_b=\sum_n r^nS_n$. Exchanging the order of the sums leaves $\sum_{n=0}^{k}r^n=(1-r^{k+1})/(1-r)$ in each term:

$$\gamma T_b=\sum_{k=0}^{N-1}\frac{1-r^{k+1}}{(k+1)\,y\,r^k(1-r)} .$$

For small $y$ and $N\ge2$ the last two terms suffice to first order. With $1-r=1/(1+y)$, the term $k=N-1$ is $(1+y)^N/(Ny^N)$, apart from the factor $1-r^N$, which differs from one by order $y^N$. The term $k=N-2$ is smaller by a factor $Ny/(N-1)$ to leading order. Therefore

$$\gamma T_b=\frac1{Ny^N}\left[1+Ny+\frac{N}{N-1}y+O(y^2)\right],$$

and the two linear terms add up to $N^2y/(N-1)$. The difference between $T_b$ and $1/R$ is $\sum_{j>1}1/\lambda_j$, which is of order $1/\gamma$ and hence of order $y^N$ relative to $T_b$. It does not affect the first correction, so

$$R=N\gamma y^N\left[1-\frac{N^2}{N-1}\,y+O(y^2)\right].$$

The case $N=2$ can be solved in closed form. At zero temperature the trace of $A$ is $u_0+u_1+d_1=\gamma(1+4x)$ and its determinant is $u_0u_1=2\gamma^2x^2$. The smaller root of the characteristic equation is

$$R=\frac{\gamma}{2}\left[1+4x-\sqrt{(1+4x)^2-8x^2}\right].$$

For small $x$ this is $2\gamma x^2(1-4x+\dots)$, in agreement with $N^2/(N-1)=4$. For large $x$ it tends to $(2-\sqrt2)\gamma x$, which is linear in the current. The same happens for larger $N$: when relaxation by the surroundings is negligible, every rate in $A$ is proportional to $I$, and so are the eigenvalues. The power $N$ thus belongs to low currents, at which relaxation is much faster than the electron-induced jumps. By the first correction above, the rate follows the law closely only if $NfI\ll\gamma$, which is a stricter condition for a long ladder. Many electrons may still pass during one relaxation time, because only a fraction $f$ of them excite the bond.

What a measurement of rate against current gives is the local exponent $p=d\ln R/d\ln I$. At fixed temperature $dy/d\ln I=x$, and differentiating $\ln R$ yields

$$p=\frac{x}{y}\left[N-\frac{N^2}{N-1}y+O(y^2)\right].$$

For $n_B\ll x\ll1$ the factor $x/y$ is close to $1-n_B/x$, and

$$p\simeq N-\frac{Nn_B}{x}-\frac{N^2x}{N-1}.$$

The second term is the damage done by heat, which grows as the current falls. The third is the onset of saturation, which grows as the current rises. At non-zero temperature the $N$-th power law therefore fails at the lowest currents. It holds in a window, $Nn_B\ll x\ll1/N$, which exists only if $N^2n_B\ll1$; for a warmer or softer mode the exponent stays clearly below $N$ at every current. For $Nx\ll n_B$ and $Nn_B\ll1$ the rate levels off at

$$R\simeq N\gamma n_B^N\simeq N\gamma\,e^{-N\omega/kT},$$

which is thermal dissociation with activation energy $N\omega$, and $p$ tends to zero. The best place in the window is where the sum of the two losses is least. Setting its derivative to zero gives $Nn_B/x^2=N^2/(N-1)$, hence

$$x_*=\sqrt{\frac{(N-1)n_B}{N}},\qquad p_*\simeq N-2N\sqrt{\frac{Nn_B}{N-1}} .$$

For a numerical case take round model parameters, not those of a particular bond: $N=6$, a quantum of 0.25 eV, $\hbar\gamma=10^{-7}$ eV, $f=10^{-3}$ and $kT=0.025$ eV. The thermal occupation is $n_B=1/(e^{10}-1)=4.54\times10^{-5}$. Let the electron flux, written as an energy $\hbar I/e$, be $10^{-6}$ eV, which corresponds to a current of 0.243 nA. Then

$$x=\frac{10^{-3}\times10^{-6}}{10^{-7}}=0.01,\qquad \hbar R\simeq6\times10^{-7}\times(0.01)^6=6.0\times10^{-19}\ \text{eV}.$$

Numerical diagonalization of $A$ without heat gives $5.59\times10^{-19}$ eV, or $8.5\times10^{-4}$ per second. This is 0.931 of the leading law, while the first correction predicts $1-7.2\times0.01=0.928$. Heat raises the rate by a factor 1.027, close to $(1+n_B/x)^6$.

The next table comes from the same diagonalization, with $p$ obtained by finite differences in $\ln I$. "Cold" means $n_B=0$, and "warm" means $kT=0.025$ eV.

| $x$ | cold $\hbar R$ (eV) | cold $p$ | warm $p$ |
|---|---|---|---|
| $10^{-6}$ | $6.00\times10^{-43}$ | 6.00 | 0.13 |
| $10^{-5}$ | $6.00\times10^{-37}$ | 6.00 | 1.08 |
| $10^{-4}$ | $6.00\times10^{-31}$ | 6.00 | 4.13 |
| $10^{-3}$ | $5.96\times10^{-25}$ | 5.99 | 5.73 |
| $10^{-2}$ | $5.59\times10^{-19}$ | 5.93 | 5.90 |
| $10^{-1}$ | $3.02\times10^{-13}$ | 5.34 | 5.34 |
| $1$ | $4.14\times10^{-9}$ | 2.58 | 2.58 |

The cold exponent approaches 6 as the current falls, and from $x=10^{-2}$ to $10^{-3}$ the cold rate drops by a factor $9.4\times10^5$. The warm exponent rises and then falls. Its numerical maximum is 5.912 at $x=6.14\times10^{-3}$; the estimates above give 5.911 and $6.15\times10^{-3}$. At $x=10^{-4}$ the current still excites the bond about twice as strongly as heat does, yet the exponent has already dropped to 4.1. The condition for negligible heating is therefore $Nn_B\ll x$ if the rate itself is to be unaffected, because the small ratio $n_B/x$ acts at each of the $N$ steps. The warm rate levels off at $\hbar R=5.25\times10^{-33}$ eV. The example rests on a long-lived mode: $\hbar\gamma=10^{-7}$ eV is a lifetime of 6.6 ns. With $\hbar\gamma=10^{-3}$ eV, a lifetime of 0.66 ps, the same current gives $x=10^{-6}$ and a warm exponent of 0.13, and the best place in the window needs about 1.5 µA.

One-step ascent is the remaining condition. Add to the cold ladder two-quantum jumps of rate $\varepsilon\gamma x$ from every level. With $N=6$, three such jumps are enough. Levels 2 and 4 relax at rates $2\gamma$ and $4\gamma$, so at the lowest currents

$$P_2\simeq\frac{\varepsilon x}{2},\qquad P_4\simeq\frac{\varepsilon x}{4}P_2,\qquad R\simeq\varepsilon\gamma x\,P_4=\frac{\gamma(\varepsilon x)^3}{8}.$$

The exponent is now 3, the least number of electron events that reaches the top. For $\varepsilon=0.01$ and $x=10^{-6}$, diagonalization gives 3.002. By the same reasoning, a direct electronic process that breaks the bond in one event adds a term linear in $I$, which without heat must dominate at sufficiently low current. With heat, the constant thermal rate takes over in the end.

The single steps win when $x$ is large enough compared with $\varepsilon$. Two single steps from level $n$ to $n+2$ contribute a factor $u_nu_{n+1}/\gamma_{n+1}=(n+2)\gamma x^2$ to the rate, and one double jump in their place contributes $\varepsilon\gamma x$. Replacing one pair thus multiplies the contribution by $\varepsilon/[(n+2)x]$. Summed over the five possible pairs, the relative addition is

$$\frac{\varepsilon}{x}\left(\frac12+\frac13+\frac14+\frac15+\frac16\right)=1.45\,\frac{\varepsilon}{x}.$$

The sixth power therefore needs $\varepsilon\ll x$. At $x=\varepsilon=0.01$ this fails: diagonalization gives a rate 3.02 times that of the pure ladder and an exponent of 5.10.

For a harmonic bond with linear coupling $\varepsilon$ vanishes within the golden rule, since $q$ connects neighbouring levels alone. In higher order one electron can act on the bond twice and leave two quanta behind, so $\varepsilon$ is then not zero. If the electron passes through a resonance, $\varepsilon$ is small compared with one when the coupling energy $g$ is well below the width $\Gamma$ of the resonance; a coupling that is merely small compared with $\omega$ does not ensure this at every electron energy. The sixth power needs more, namely $\varepsilon\ll x$, and weak coupling does not give that, because it lowers $f$ as well. Take $\Gamma\gg\omega$ and average over electron energies. An electron that stays for a time $t$, distributed as $\Gamma e^{-\Gamma t}$, leaves one quantum with probability $(gt)^2$ and two with probability $(gt)^4/2$, so $f=2g^2/\Gamma^2$ and $\varepsilon=6g^2/\Gamma^2=3f$. From level $n$ the double jump is stronger by a factor $(n+1)(n+2)/2$, which turns the sum above into $7.5\,\varepsilon/x=22.5\,\gamma/I$. Many electrons must then pass during one relaxation time. The example has $I=10\gamma$, and with all multi-quantum jumps of this resonance model included its cold exponent is about 4.4 for $\Gamma=20\omega$ and 5.3 for $\Gamma=\omega$, not 5.93. An anharmonic bond with an asymmetric potential in general lacks this protection even in lowest order. In a symmetric anharmonic well, parity still forbids two-quantum jumps, but three-quantum jumps become possible. For a Morse potential 1.5 eV deep, with small-oscillation quantum 0.25 eV and a mass of 2000 electron masses, solving the Schrödinger equation on a grid gives $|q_{02}/q_{01}|^2=0.023$, where $q_{0n}=\langle 0|q|n\rangle$. This well has twelve bound levels, so it shows the size of the matrix elements and is not the six-level ladder itself. The value of $\varepsilon$ depends also on the electronic factor at twice the energy loss. If that factor is similar to the one for a single quantum, $\varepsilon$ is about 0.02 for the jump from the ground level, larger than the working $x$ of the example. From higher levels the two-quantum jumps are stronger still, so a single $\varepsilon$ taken from the ground level understates their effect. A measured exponent below the number of levels therefore does not by itself show that heat is at work: saturation, heat and multi-quantum jumps can each bring it below $N$. Their effects do not simply add. Where heat has already made the rate nearly constant, two-quantum jumps can raise the exponent again, because they add a contribution that depends on the current. The cold exponent rises towards $N$ as the current is reduced if the ascent is purely one-step, whereas either heat or multi-quantum jumps, added to that cold ladder, pull it down at low current.

Numerical values quoted here were computed with a short program.
